# Two self-energy branches in a zero-dimensional Grassmann model: test program

```python
"""Zero-dimensional Grassmann model: two branches of Sigma[G] and their selection.

Action S = -mu*sum_s cbar_s c_s + U*cbar_up c_up cbar_dn c_dn, weight exp(-S).
G = <cbar_s c_s>, G0 = 1/mu, Sigma = 1/G0 - 1/G; everything is dimensionless.
Result under test: G = G0/(1 - U G0^2);
Sigma_pm = (-1 +- sqrt(1 + 4 U G^2))/(2G), plus branch <=> |U G0^2| < 1;
the undamped iteration y -> 1/(1/G + Sigma[y]) at fixed G selects the plus branch,
the inverse iteration selects the minus branch.
"""
import cmath
import math
import numpy as np

# ---------- explicit Grassmann algebra: {bit mask of generators: coefficient}
CBAR_UP, C_UP, CBAR_DN, C_DN = 1, 2, 4, 8


def multiply(x, y):
    out = {}
    for p, cp in x.items():
        for q, cq in y.items():
            if p & q:
                continue
            swaps = sum(bin(p >> (j + 1)).count("1")
                        for j in range(4) if q >> j & 1)
            out[p | q] = out.get(p | q, 0) + (-1) ** swaps * cp * cq
    return out


N_UP = multiply({CBAR_UP: 1}, {C_UP: 1})
N_DN = multiply({CBAR_DN: 1}, {C_DN: 1})
N_BOTH = multiply(N_UP, N_DN)


def inverse_green(mu, U):
    """1/G from Berezin integrals of the expanded weight."""
    minus_s = {}
    for element, factor in ((N_UP, mu), (N_DN, mu), (N_BOTH, -U)):
        for mask, c in element.items():
            minus_s[mask] = minus_s.get(mask, 0) + factor * c
    weight = {0: 1}
    for mask, c in minus_s.items():
        weight[mask] = weight.get(mask, 0) + c
    for mask, c in multiply(minus_s, minus_s).items():
        weight[mask] = weight.get(mask, 0) + c / 2
    return weight[15] / multiply(N_UP, weight)[15]


def sigma_of_g0(y, U):
    return 1 / y - inverse_green(1 / y, U)


def forward(y, G, U):
    return 1 / (1 / G + sigma_of_g0(y, U))


def backward(y, G, U):
    return (1 / y - 1 / G) / U


def iterate(step, y, G, U, count, mix=1.0):
    path = [y]
    for _ in range(count):
        y = (1 - mix) * y + mix * step(y, G, U)
        path.append(y)
    return path


def sigma_branches(G, U):
    s = cmath.sqrt(1 + 4 * U * G * G)
    return (-1 + s) / (2 * G), (-1 - s) / (2 * G)


def close(x, y, tol=1e-9):
    return abs(x - y) <= tol * max(1.0, abs(y))


# ---------- random complex problems
rng = np.random.default_rng(7)


def random_complex():
    return complex(rng.normal(), rng.normal())


n_weak = n_strong = 0
while n_weak + n_strong < 40:
    U, g0, start = random_complex(), random_complex(), random_complex()
    u = U * g0 * g0
    if abs(abs(u) - 1) < 0.2 or min(abs(U), abs(g0)) < 0.2:
        continue
    G = 1 / inverse_green(1 / g0, U)
    assert close(G, g0 / (1 - u))
    roots = sorted(np.roots([U * G, 1, -G]), key=abs)
    plus, minus = sigma_branches(G, U)
    assert close(plus, U * roots[0]) and close(minus, U * roots[1])
    true_sigma = sigma_of_g0(g0, U)
    assert close(true_sigma, plus if abs(u) < 1 else minus)
    assert close(iterate(forward, start, G, U, 250)[-1], roots[0])
    assert close(iterate(backward, start, G, U, 250)[-1], roots[1])
    if abs(u) < 1:
        n_weak += 1
    else:
        n_strong += 1
assert n_weak > 5 and n_strong > 5
print(f"random complex cases, |U G0^2|<1 and >1: {n_weak}, {n_strong}")

# ---------- example 1: two sources G0 give the same G
U, weak, strong = -2.0, 0.4, 1.25
G = 1 / inverse_green(1 / weak, U)
assert close(G, 1 / inverse_green(1 / strong, U))
print("EXAMPLE 1 (all numbers dimensionless)")
print(f"U = {U:.1f}, G0 weak = {weak:.2f}, G0 strong = {strong:.2f}")
print(f"common G = {G:.6f}, 4|U|G^2 = {4*abs(U)*G*G:.6f}")
plus, minus = (z.real for z in sigma_branches(G, U))
assert close(plus, sigma_of_g0(weak, U))
assert close(minus, sigma_of_g0(strong, U))
print(f"Sigma plus = {plus:.6f}, Sigma minus = {minus:.6f}")
for name, g0 in (("weak", weak), ("strong", strong)):
    h = 1e-5
    mu = 1 / g0
    d_sigma = sigma_of_g0(1 / (mu + h), U) - sigma_of_g0(1 / (mu - h), U)
    d_green = 1 / inverse_green(mu + h, U) - 1 / inverse_green(mu - h, U)
    vertex = d_sigma / d_green
    u = U * g0 * g0
    assert close(vertex, U * (1 - u) ** 2 / (1 + u), 1e-6)
    print(f"{name}: U G0^2 = {u:.4f}, dSigma/dG = {vertex:.4f}")
k = weak / strong
assert close(k, -U * weak ** 2)
print(f"multiplier k at weak root = {k:.4f}, at strong root = {1/k:.4f}")
path = iterate(forward, G, G, U, 40)
for n, y in enumerate(path):
    assert close(y, weak * (1 - k ** (n + 1)) / (1 - k ** (n + 2)))
for n in (0, 1, 2, 3, 5, 10):
    print(f"n = {n:2d}: y = {path[n]:.8f}, Sigma = {U*path[n]:.8f}")
near = iterate(forward, 1.249, G, U, 60)
assert close(near[-1], weak)
print(f"start 1.249: after 5 steps {near[5]:.6f}, after 60 {near[-1]:.6f}")
back = iterate(backward, 0.5, G, U, 60)
assert close(back[-1], strong)
print(f"inverse iteration, start 0.5: after 60 steps {back[-1]:.6f}")
mixed = iterate(forward, 1.249, G, U, 300, mix=0.3)
assert close(mixed[-1], weak)
print(f"mixing 0.3, start 1.249: after 300 steps {mixed[-1]:.6f}")
partial = 0.0
for n in range(80):
    catalan = math.comb(2 * n, n) // (n + 1)
    partial += (-1) ** n * catalan * U ** (n + 1) * G ** (2 * n + 1)
    if n in (0, 1, 4, 79):
        print(f"skeleton series, {n+1:2d} terms: Sigma = {partial:.8f}")
assert close(partial, plus, 1e-8)

# ---------- example 2: positive U, source on the minus branch
U, g0 = 2.0, 1.0
G = 1 / inverse_green(1 / g0, U)
plus, minus = (z.real for z in sigma_branches(G, U))
print("EXAMPLE 2 (all numbers dimensionless)")
print(f"U = {U:.1f}, true G0 = {g0:.1f}, G = {G:.4f}, 4UG^2 = {4*U*G*G:.4f}")
print(f"Sigma plus = {plus:.4f}, Sigma minus = {minus:.4f}")
terms = [math.comb(2 * n, n) // (n + 1) * abs(U ** (n + 1) * G ** (2 * n + 1))
         for n in range(21)]
assert terms[20] > terms[10] > terms[5]
print(f"series term sizes n=0,5,10: {terms[0]:.0f}, {terms[5]:.0f}, {terms[10]:.0f}")
path = iterate(forward, G, G, U, 80)
assert close(path[-1], plus / U) and close(minus / U, g0)
print("undamped y_0..y_4: " + ", ".join(f"{y:.6f}" for y in path[:5]))
print(f"undamped limit y = {path[-1]:.6f}, true G0 = {g0:.6f}")
k = (plus / U) / g0
alpha_limit = 2 / (1 + 1 / abs(k))
print(f"k = {k:.4f}, mixing limit for strong root = {alpha_limit:.6f}")
from_right = iterate(forward, 0.9, G, U, 300, mix=0.3)[-1]
from_left = iterate(forward, G, G, U, 300, mix=0.3)[-1]
assert close(from_right, g0) and close(from_left, plus / U)
print(f"mixing 0.3: start 0.9 -> {from_right:.6f}, start G -> {from_left:.6f}")
# just below and above the predicted limit, starting close to the strong root
below = iterate(forward, 1.001, G, U, 1000, mix=alpha_limit - 0.03)
above = iterate(forward, 1.001, G, U, 1000, mix=alpha_limit + 0.03)
assert close(below[-1], g0)
assert max(abs(y - g0) for y in above[-10:]) > 1e-2

# ---------- example 3: merging point and beyond, negative U
U = -2.0
G = 1 / (2 * math.sqrt(-U))
merged = 1 / math.sqrt(-U)
print("EXAMPLE 3 (all numbers dimensionless)")
print(f"U = {U:.1f}, merging G = {G:.6f}, merged G0 = {merged:.6f}")
path = iterate(forward, G, G, U, 1000)
for n in (10, 100, 1000):
    assert close(path[n], merged * (n + 1) / (n + 2), 1e-7)
    print(f"n = {n:4d}: distance to merged root = {merged-path[n]:.6f}")
G = 0.4
roots = np.roots([U * G, 1, -G])
assert np.all(abs(roots.imag) > 0.1)
assert np.allclose(abs(U * roots ** 2), 1)
path = iterate(forward, G, G, U, 1000)
spread = max(path[-100:]) - min(path[-100:])
assert spread > 0.1
print(f"G = {G:.1f}: roots {roots[0].real:.4f} +- {abs(roots[0].imag):.4f} i")
print("y_0..y_5: " + ", ".join(f"{y:.4f}" for y in path[:6]))
print(f"spread of last 100 of 1000 iterates = {spread:.3f}")

print("all good")
```

Printed output:

```
random complex cases, |U G0^2|<1 and >1: 16, 24
EXAMPLE 1 (all numbers dimensionless)
U = -2.0, G0 weak = 0.40, G0 strong = 1.25
common G = 0.303030, 4|U|G^2 = 0.734619
Sigma plus = -0.800000, Sigma minus = -2.500000
weak: U G0^2 = -0.3200, dSigma/dG = -5.1247
strong: U G0^2 = -3.1250, dSigma/dG = 16.0147
multiplier k at weak root = 0.3200, at strong root = 3.1250
n =  0: y = 0.30303030, Sigma = -0.60606061
n =  1: y = 0.37120360, Sigma = -0.74240720
n =  2: y = 0.39099266, Sigma = -0.78198531
n =  3: y = 0.39713827, Sigma = -0.79427654
n =  5: y = 0.39970784, Sigma = -0.79941568
n = 10: y = 0.39999902, Sigma = -0.79999804
start 1.249: after 5 steps 1.029150, after 60 0.400000
inverse iteration, start 0.5: after 60 steps 1.250000
mixing 0.3, start 1.249: after 300 steps 0.400000
skeleton series,  1 terms: Sigma = -0.60606061
skeleton series,  2 terms: Sigma = -0.71736650
skeleton series,  5 terms: Sigma = -0.78667421
skeleton series, 80 terms: Sigma = -0.80000000
EXAMPLE 2 (all numbers dimensionless)
U = 2.0, true G0 = 1.0, G = -1.0000, 4UG^2 = 8.0000
Sigma plus = -1.0000, Sigma minus = 2.0000
series term sizes n=0,5,10: 2, 2688, 34398208
undamped y_0..y_4: -1.000000, -0.333333, -0.600000, -0.454545, -0.523810
undamped limit y = -0.500000, true G0 = 1.000000
k = -0.5000, mixing limit for strong root = 0.666667
mixing 0.3: start 0.9 -> 1.000000, start G -> -0.500000
EXAMPLE 3 (all numbers dimensionless)
U = -2.0, merging G = 0.353553, merged G0 = 0.707107
n =   10: distance to merged root = 0.058926
n =  100: distance to merged root = 0.006932
n = 1000: distance to merged root = 0.000706
G = 0.4: roots 0.6250 +- 0.3307 i
y_0..y_5: 0.4000, 0.5882, 0.7556, 1.0112, 2.0941, -0.5923
spread of last 100 of 1000 iterates = 32.956
all good
```
